# Hooke's atom at force constant 1/4: two routes to its ground state

Anyone who has written a program for two interacting electrons must decide what to measure its error against. A larger run of the same program shows whether the numbers settle, but not whether they settle on the right value. A better choice is a system with real Coulomb repulsion whose energy and wavefunction are known in closed form. Two electrons held by springs are such a system if the force constant is chosen well. At \(k=1/4\) the ground-state energy is 2 hartree, so the error of a calculation is its result minus 2, and a variational calculation that falls below 2 by more than its numerical error contains a fault.

## The model and the result

In Hartree atomic units, with force constant \(k=\omega^2\), the Hamiltonian of Hooke's atom is

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{r_{12}} .
\]

Springs replace the attraction of a nucleus, while the repulsion between the electrons is the true one. The model is nonrelativistic and \(H\) does not act on spin. The result to be derived is that for \(k=1/4\), that is \(\omega=1/2\), the ground state has the unnormalized spatial function and energy

\[
\Psi=\left(1+\tfrac12 r_{12}\right)e^{-(r_1^2+r_2^2)/4},\qquad E=2\ \text{hartree}.
\]

In electronvolts the energy is 54.42 eV. Since \(\Psi\) does not change when the electrons are exchanged, the Pauli principle requires an antisymmetric spin function, and the state is a singlet.

## First derivation: a power series that stops

**Separation.** Let \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf r=\mathbf r_1-\mathbf r_2\), so that \(r=r_{12}\). The chain rule gives

\[
\nabla_1=\tfrac12\nabla_R+\nabla_r,\qquad \nabla_2=\tfrac12\nabla_R-\nabla_r .
\]

When the squares are added the cross terms cancel, and \(\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2\). In the same way \(\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2\) gives \(r_1^2+r_2^2=2R^2+r^2/2\). Therefore

\[
H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right].
\]

The first bracket contains only \(\mathbf R\) and the second only \(\mathbf r\). The eigenfunctions can be taken as products, and their energies add.

**Centre of mass.** The first bracket can be written as

\[
-\tfrac14\nabla_R^2+\omega^2R^2=\tfrac14(-\nabla_R+2\omega\mathbf R)\cdot(\nabla_R+2\omega\mathbf R)+\tfrac32\omega .
\]

To see this, let the product act on a function \(\eta\). The term \(-2\omega\nabla_R\cdot(\mathbf R\eta)\) equals \(-6\omega\eta-2\omega\mathbf R\cdot\nabla_R\eta\), and its gradient part cancels against \(+2\omega\mathbf R\cdot\nabla_R\eta\). What remains is \(-\nabla_R^2\eta-6\omega\eta+4\omega^2R^2\eta\). A quarter of this, plus \(\tfrac32\omega\eta\), is the left side acting on \(\eta\).

The two factors are adjoint to each other, so the expectation value of their product is the integral of a square and cannot be negative. It vanishes when \((\nabla_R+2\omega\mathbf R)\eta=0\), which gives \(\eta=e^{-\omega R^2}\). The lowest centre-of-mass energy is thus \(3\omega/2\).

**The radial equation.** Let \(\varepsilon\) be the energy of the relative motion. For a state without angular dependence, write \(\varphi(r)=e^{-\omega r^2/4}f(r)\). The Gaussian is the solution without repulsion, and \(f\) carries the effect of the repulsion. Differentiation gives

\[
\varphi'=e^{-\omega r^2/4}\left(f'-\tfrac12\omega rf\right),
\]
\[
\varphi''=e^{-\omega r^2/4}\left(f''-\omega rf'-\tfrac12\omega f+\tfrac14\omega^2r^2f\right).
\]

With \(\nabla_r^2\varphi=\varphi''+2\varphi'/r\), the terms in \(\omega^2r^2\) cancel in the eigenvalue equation, leaving

\[
f''+\left(\frac2r-\omega r\right)f'+\left(\varepsilon-\tfrac32\omega-\frac1r\right)f=0 .
\]

**The recurrence.** Insert \(f=\sum_{n\ge0}a_nr^n\). A solution starting as \(1/r\) is excluded, because its Laplacian contains a delta function at \(r=0\) that nothing in \(H\) balances. The separate terms are

\[
f''+\frac2rf'=\sum_n n(n+1)a_nr^{n-2},\qquad -\omega rf'=-\omega\sum_n na_nr^n .
\]

The coefficient of \(r^{-1}\) must vanish, so \(2a_1-a_0=0\) and

\[
a_1=\tfrac12a_0 .
\]

This is the electron cusp condition. Neither \(\omega\) nor \(\varepsilon\) enters it: where the electrons meet, the infinite repulsion \(1/r\) has to be cancelled by the kinetic energy, and a slope of one half does that. The value one half belongs to states without angular dependence in \(\mathbf r\), which do not vanish at \(r=0\). For \(l=1\), as in the lowest triplet, the radial function starts as \(r(1+r/4)\), and the slope is one quarter. The coefficient of \(r^n\) for \(n\ge0\) gives

\[
(n+2)(n+3)a_{n+2}=a_{n+1}-\left(\varepsilon-\tfrac32\omega-n\omega\right)a_n .
\]

**Termination.** Suppose that \(f\) is a polynomial of degree \(N\), so \(a_N\ne0\) and all later coefficients vanish. The recurrence at \(n=N\) then reads \(0=(\varepsilon-\tfrac32\omega-N\omega)a_N\), hence

\[
\varepsilon=\left(N+\tfrac32\right)\omega .
\]

This condition alone is not enough. Each coefficient depends on the two before it, so two neighbouring zeros are needed to stop the series. The energy condition gives \(a_{N+2}=0\) only if \(a_{N+1}=0\) as well. That second requirement is an equation for \(\omega\), and so a polynomial solution exists only for special springs.

For \(N=0\) one would need \(a_1=0\), which contradicts the cusp condition. For \(N=1\) the energy is \(\varepsilon=\tfrac52\omega\), and the recurrence at \(n=0\) gives

\[
6a_2=a_1-\omega a_0=\left(\tfrac12-\omega\right)a_0 .
\]

Setting \(a_2=0\) gives \(\omega=1/2\), \(k=1/4\) and \(\varepsilon=5/4\). The total energy is

\[
E=\tfrac32\cdot\tfrac12+\tfrac54=\tfrac34+\tfrac54=2 .
\]

With \(a_0=1\) the polynomial is \(f=1+r/2\). The exponents of the two Gaussians add to \(\omega R^2+\omega r^2/4=\tfrac12\omega(r_1^2+r_2^2)\), which is \((r_1^2+r_2^2)/4\) here. The product is the stated \(\Psi\).

**Why it is the lowest state.** Termination produces an eigenstate without saying which one. Let \(u_0=r\varphi\), which is positive for \(r>0\) and satisfies \(-u_0''+(U-\varepsilon)u_0=0\) with \(U=\omega^2r^2/4+1/r\). Any other radial function that vanishes at the origin can be written \(v=u_0\chi\). Then

\[
v\left[-v''+(U-\varepsilon)v\right]=u_0\chi\left(-2u_0'\chi'-u_0\chi''\right)=-\chi\,(u_0^2\chi')' ,
\]

because the terms with undifferentiated \(\chi\) cancel by the equation for \(u_0\). Integration by parts, with vanishing boundary terms, turns the integral of the right side into \(\int_0^\infty u_0^2\chi'^2\,dr\ge0\). No s state lies below \(\varepsilon\). Angular momentum \(l>0\) adds the positive term \(l(l+1)/r^2\) to \(U\) and raises the energy further. Both factors of \(\Psi\) are therefore lowest states of their brackets.

## Termination is sufficient, not necessary

It is tempting to argue that the series must stop because otherwise \(f\) would outgrow the Gaussian. For large \(n\) the recurrence gives \(a_{n+2}/a_n\approx\omega/n\), as in the series of \(e^{\omega r^2/2}\), and such growth would indeed overwhelm \(e^{-\omega r^2/4}\). But if this argument held, only the special springs that satisfy both termination conditions could have an s state at all, whereas a confining potential has bound states for every \(\omega>0\).

The escape is that even and odd powers can grow with opposite signs and cancel for \(r>0\). The case \(\omega=1\) shows it. Replacing the radial equation by finite differences on a grid, diagonalizing, and extrapolating from two grid spacings gives \(\varepsilon=2.230121\) hartree for the lowest s state (six decimals are kept because the sum below is very sensitive to \(\varepsilon\)). A polynomial would need \(\varepsilon/\omega-3/2\) to be an integer, and it is 0.7301. Summing the series up to \(n=200\) at this energy, with \(a_0=1\), gives at \(r=5\) bohr

\[
f_{\text{even}}+f_{\text{odd}}=-145.78+148.78=3.00 .
\]

Each part is large and their sum is small. If \(\varepsilon\) is raised by 0.1 hartree, the cancellation is lost and \(f\) becomes \(-285\) at the same point. For a general spring, the energy is fixed by this cancellation and not by termination.

Termination also fails for the next s state of the relative motion at \(k=1/4\). The grid calculation puts the second s level of the relative motion at 2.1901 hartree, where \(\varepsilon/\omega-3/2=2.880\), so that state is not a polynomial times the Gaussian. The simple ground state does not imply a simple spectrum of the relative motion. Exciting the centre of mass alone is different: it leaves \(f=1+r/2\) untouched and adds multiples of \(\omega=1/2\), so \(\Psi\) multiplied by a component of \(\mathbf R\), or by \(R^2-\tfrac32\), is again an exact eigenstate, at 2.5 or 3 hartree.

Other special springs do exist. For \(N=2\), \(\varepsilon=\tfrac72\omega\), and with \(a_0=1\)

\[
6a_2=\tfrac12-2\omega,\qquad 12a_3=a_2-\omega a_1=a_2-\tfrac12\omega .
\]

Setting \(a_3=0\) gives \(a_2=\omega/2\), so \(3\omega=\tfrac12-2\omega\) and \(\omega=1/10\). Then \(f=1+r/2+r^2/20\), which is positive, so this too is a ground state. Its energy is \(\tfrac32\omega+\tfrac72\omega=5\omega=1/2\) hartree at \(k=1/100\). It offers a second reference point, with a much softer spring.

## Second derivation: writing the Hamiltonian as a sum of squares

The second route stays in the coordinates of the two electrons and uses neither separation nor a series. It seeks real vector fields \(\mathbf F_1\) and \(\mathbf F_2\) such that

\[
H-E=\tfrac12\sum_{i=1}^2(-\nabla_i-\mathbf F_i)\cdot(\nabla_i-\mathbf F_i).
\]

If this succeeds, integration by parts gives, for every trial function \(\Phi\),

\[
\langle\Phi|H-E|\Phi\rangle=\tfrac12\sum_i\int|\nabla_i\Phi-\mathbf F_i\Phi|^2\,d^3r_1\,d^3r_2\ \ge\ 0 .
\]

No state then has energy below \(E\), and a normalizable function with \(\nabla_i\Psi=\mathbf F_i\Psi\) reaches it. The ground-state proof is part of the construction.

**The condition on the fields.** Let the product act on \(\Phi\):

\[
(-\nabla_i-\mathbf F_i)\cdot(\nabla_i\Phi-\mathbf F_i\Phi)=-\nabla_i^2\Phi+(\nabla_i\cdot\mathbf F_i)\Phi+F_i^2\Phi .
\]

The terms \(\pm\mathbf F_i\cdot\nabla_i\Phi\) have cancelled. The first term on the right supplies the kinetic energy, so the rest must supply the potential:

\[
\tfrac12\sum_i\left(\nabla_i\cdot\mathbf F_i+F_i^2\right)=\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{r_{12}}-E .
\]

**Choice of the fields.** The condition \(\nabla_i\Psi=\mathbf F_i\Psi\) says that \(\mathbf F_i\) is the gradient of \(\ln\Psi\). Without repulsion, \(\Psi\) is a Gaussian and \(\mathbf F_i=-\omega\mathbf r_i\). Repulsion should add a part that drives the electrons apart along the line joining them. Let \(s=r_{12}\), let \(\mathbf n=(\mathbf r_1-\mathbf r_2)/s\), and try

\[
\mathbf F_1=-\omega\mathbf r_1+g(s)\mathbf n,\qquad \mathbf F_2=-\omega\mathbf r_2-g(s)\mathbf n .
\]

The divergence of \(g\mathbf n\) with respect to \(\mathbf r_1\) is \(g'+2g/s\), and that of \(-g\mathbf n\) with respect to \(\mathbf r_2\) is the same. Hence

\[
\sum_i\nabla_i\cdot\mathbf F_i=-6\omega+2g'+\frac{4g}s ,
\]
\[
\sum_iF_i^2=\omega^2(r_1^2+r_2^2)-2\omega sg+2g^2 .
\]

The cross term in the second line is \(-2\omega g\,\mathbf n\cdot(\mathbf r_1-\mathbf r_2)=-2\omega gs\). Half the sum of both lines contains the spring energy, which cancels against the right side of the condition. What is left involves \(s\) alone:

\[
g'+g^2+\left(\frac2s-\omega s\right)g=\frac1s+3\omega-E .
\]

**A solution.** This equation is nonlinear through \(g^2\). The simplest attempt is to let the first two terms cancel, \(g'+g^2=0\). Apart from \(g=0\), which would leave \(1/s\) unbalanced, this means \((1/g)'=1\), so \(g=1/(s+c)\) with a constant \(c\). Multiplying the remaining equation by \(s+c\) gives

\[
\frac2s-\omega s=\frac cs+\left[1+c(3\omega-E)\right]+(3\omega-E)s .
\]

Both sides must agree for all \(s\). The three powers require

\[
c=2,\qquad E=3\omega+\tfrac12,\qquad E=4\omega .
\]

The last two give \(\omega=1/2\) and \(E=2\). The attempt succeeds for this spring and no other.

**The wavefunction.** The fields are gradients of

\[
\ln\Psi=-\tfrac12\omega(r_1^2+r_2^2)+\ln(s+2)+\text{constant},
\]

so \(\Psi\) is proportional to \((1+r_{12}/2)e^{-(r_1^2+r_2^2)/4}\), as before. It is also the only ground state: equality in the bound requires \(\nabla_i\Phi=\mathbf F_i\Phi\) for both electrons, which means \(\nabla_i(\Phi/\Psi)=0\), and \(\Phi\) is then a constant multiple of \(\Psi\).

One point needs care. The direction \(\mathbf n\) is undefined at \(s=0\), and the integration by parts could leave a contribution there. Around the coincidence point draw a small sphere of radius \(s\). Its area is proportional to \(s^2\), while \(g\) stays finite with \(g(0)=1/2\), so the surface term vanishes as the sphere shrinks. For trial functions that decay fast enough there is no surface term at infinity either.

## The energy and its parts

A reference state is more useful when the parts of its energy are known too, since an error in one part can hide behind an error in another. At \(\omega=1/2\),

\[
\Psi^2=e^{-R^2}\left(1+\tfrac12r\right)^2e^{-r^2/4},
\]

so averages over \(\mathbf R\) and \(\mathbf r\) separate. The integrals needed are \(I_n=\int_0^\infty r^ne^{-r^2/4}dr\). Integration by parts gives \(I_n=2(n-1)I_{n-2}\) for \(n\ge2\), and with \(I_0=\sqrt\pi\) and \(I_1=2\)

\[
I_2=2\sqrt\pi,\quad I_3=8,\quad I_4=12\sqrt\pi,\quad I_5=64,\quad I_6=120\sqrt\pi .
\]

The volume element supplies \(r^2\), and \((1+r/2)^2=1+r+r^2/4\). The repulsion energy is

\[
\left\langle\frac1{r_{12}}\right\rangle=\frac{I_1+I_2+I_3/4}{I_2+I_3+I_4/4}=\frac{4+2\sqrt\pi}{8+5\sqrt\pi}=0.44744\ \text{hartree},
\]

and the mean square separation is

\[
\langle r_{12}^2\rangle=\frac{I_4+I_5+I_6/4}{I_2+I_3+I_4/4}=\frac{64+42\sqrt\pi}{8+5\sqrt\pi}=8.2102\ \text{bohr}^2 ,
\]

a root-mean-square distance of 2.865 bohr. The weight \(e^{-R^2}\) gives \(\langle R^2\rangle=3/2\), one half for each direction. The spring energy \(\omega^2\langle R^2\rangle+\tfrac14\omega^2\langle r_{12}^2\rangle\) is then

\[
V_{\text{spring}}=\tfrac38+\tfrac1{16}(8.2102)=0.88814\ \text{hartree}.
\]

The kinetic energy is the remainder,

\[
T=2-0.88814-0.44744=0.66442\ \text{hartree}.
\]

The parts obey a virial relation. If all coordinates in \(\Psi\) are multiplied by \(\lambda\), the three energies become \(\lambda^2T\), \(\lambda^{-2}V_{\text{spring}}\) and \(\lambda V_{\text{rep}}\). The total must be stationary at \(\lambda=1\), so \(2T=2V_{\text{spring}}-V_{\text{rep}}\). Here the left side is 1.32884 hartree and the right side is \(1.77628-0.44744=1.32884\) hartree.

To see what the factor \(1+r_{12}/2\) does, drop it and keep the Gaussian. That function is the ground state without repulsion, with energy \(3\omega=3/2\), and its mean repulsion is \(I_1/I_2=1/\sqrt\pi=0.56419\). Its energy is 2.06419 hartree, which is 0.06419 hartree above the true value. This difference is not the correlation energy, which is counted from the Hartree–Fock energy; there the orbital is free to spread, and here it is not.

## What each derivation assumes

Both derivations rest on the harmonic form of the confinement, though at different places. In the first it lets \(H\) separate. In the second it makes the cross term \(-2\omega g\,\mathbf n\cdot(\mathbf r_1-\mathbf r_2)\) a function of \(s\) alone. With a nucleus of charge \(Z\) instead of springs, the corresponding one-electron field would be \(-Z\mathbf r_i/r_i\), and the cross term would depend on the directions of both electrons from the nucleus. The equation for \(g(s)\) would not close, so the result cannot be carried over to helium by changing the potential.

The first derivation assumes a polynomial \(f\), but of any degree. It therefore yields further special springs, such as \(k=1/100\), and its recurrence remains valid for every \(\omega\), where the cancellation of even and odd parts takes over from termination. Its price is that the order of the levels needs a separate argument.

The second derivation assumes a form for the fields and then the special relation \(g'+g^2=0\). It finds one spring and one state. In return it needs no boundary condition on a series, and it proves in the same step that 2 hartree is a lower bound and that the bound is reached. It is confined to states without nodes, since \(\mathbf F_i=\nabla_i\ln\Psi\) diverges where \(\Psi\) vanishes.

The two are linked by \(g=f'/f\). Then \(g'+g^2=f''/f\), and with \(E=\varepsilon+\tfrac32\omega\) the equation for \(g\) becomes the radial equation for \(f\). The relation \(g'+g^2=0\) says that \(f''=0\), so \(f\) is linear: it is termination at \(N=1\), reached without a series.
